# Canonical variational transition-state theory: least one-way flux, greatest activation free energy, part 2

A bond that breaks without a saddle has no obvious place at which to count the reaction. The nuclei move classically, with the reactant in equilibrium at temperature $T$ and $\beta=1/k_BT$. A surface $S$ separates the reactant core $A$ from the product core $B$. Trajectory segments between successive core visits are named $AB$, $BA$, $AA$ or $BB$ by their first and last cores. $\nu_{XY}$ is their number per unit time and per reactant, and $n_+$, $n_-$ count forward and backward crossings of $S$. The one-way flux $k(T,S)$ bounds the true rate $k=\nu_{AB}$:

$$k(T,S)=k+\nu_{AB}\langle n_-\rangle_{AB}+\sum_{XY\ne AB}\nu_{XY}\langle n_+\rangle_{XY}\;\ge\;k. \tag{1}$$

In atomic units ($\hbar=1$), with $N$ mass-weighted coordinates, area element $d\sigma$ and reactant region $R$,

$$k(T,S)=\frac{1}{2\pi\beta}\frac{Q_S}{Q_R},\qquad Q_S=(2\pi\beta)^{-(N-1)/2}\int_S e^{-\beta V}d\sigma. \tag{2}$$

In ordinary units $k(T,S)=(k_BT/h)e^{-\beta\Delta G}$, with $\Delta G=\Delta U-T\Delta S$. The least flux, $k_{\rm CVT}$, marks the greatest $\Delta G$. For surfaces labelled by $s$, the flux is proportional to $p(s)\langle|\nabla s|\rangle_s$, where $p(s)$ is the probability density; the plain mean force potential is $-\beta^{-1}\ln p$. A stationary surface with unit normal $n$ satisfies, at each point,

$$\nabla\cdot n=\beta\,n\cdot\nabla V. \tag{7}$$

At the best surface $S^*$ the activation energy is

$$E_a=\Delta U+\frac1\beta=\langle V\rangle_{S^*}-\langle V\rangle_R+\frac{1}{2\beta}. \tag{9}$$

In the model, two fragments of reduced mass $\mu$ are a distance $r$ apart. One carries an axis with moment of inertia $I$, at angle $\theta$ to the bond, and $c=\cos\theta$:

$$V=U(r)+W(r)(1-\cos\theta),$$
$$U=D\left(1-e^{-a(r-r_0)}\right)^2,\qquad W=W_0e^{-a_w(r-r_0)} .$$

Other internal motions are assumed to cancel. For spheres of radius $r$,

$$k(T,r)=\frac{1}{\sqrt{2\pi\beta\mu}}\,\frac{z(r)}{Z_R}, \tag{10}$$

where $z=r^2e^{-\beta U}A_\theta$, $Z_R=\int_Rz\,dr$, $A_\theta=(1-e^{-2b})/b$ and $b=\beta W(r)$.

Model A in the final output is a separate two-dimensional test of (7), with unit masses and $V=(x^2-1)^2+(y-x)^2$.

### The stationary distance

Differentiate $\ln z$:

$$\frac{d\ln z}{dr}=\frac2r-\beta U'+\frac{A_\theta'}{A_\theta},\qquad \frac{A_\theta'}{A_\theta}=-\beta W'\langle1-c\rangle,$$
$$\langle1-c\rangle=-\frac{d\ln A_\theta}{db}=\frac1b-\frac{2}{e^{2b}-1}.$$

Setting the derivative to zero gives

$$\frac{2}{r}=\beta\left(U'+W'\langle1-c\rangle\right)=\beta\left\langle\frac{\partial V}{\partial r}\right\rangle_r. \tag{11}$$

This is the local condition (7) averaged over the sphere, whose curvature term is $2/r$. It does not hold at each angle, because $\partial V/\partial r$ depends on $\theta$. A sphere is thus the best member of its family, not a stationary surface in the full sense.

### Numbers for a gallium precursor

The example represents loss of the first methyl group from trimethylgallium, a precursor for Ga2O3 growth. The parameters are rough: $D=3.0$ eV, $a=1.5$ Å$^{-1}$, $r_0=2.0$ Å, $W_0=2.0$ eV, $a_w=1.3$ Å$^{-1}$, fragment masses 100 and 15 u, and $I=1.8$ u Å$^2$. The reduced mass is $100\times15/115=13.04$ u. At 1100 K, $k_BT=0.0948$ eV. The reactant integral $Z_R$ extends to 4 Å.

| $r$ (Å) | $\Delta U$ (eV) | $T\Delta S$ (eV) | $\Delta G$ (eV) | $k(T,r)$ (s$^{-1}$) |
|---|---|---|---|---|
| 3.50 | 2.297 | 0.145 | 2.152 | 3172 |
| 4.20 | 2.658 | 0.237 | 2.422 | 184 |
| 5.21 | 2.782 | 0.296 | 2.486 | 93.3 |
| 7.00 | 2.803 | 0.354 | 2.449 | 138 |

Between 4.20 and 5.21 Å the energy rises by 0.124 eV and $T\Delta S$ by 0.059 eV, so $\Delta G$ rises. Between 5.21 and 7.00 Å the energy gains 0.020 eV and $T\Delta S$ gains 0.058 eV, so $\Delta G$ falls.

The best distance is $r^*=5.21$ Å. There the Morse term in (11) is $\beta U'=0.759$ Å$^{-1}$ and the hindrance term is $-0.375$ Å$^{-1}$. Their sum, 0.384 Å$^{-1}$, equals $2/r^*$. The main results are

$$\Delta G_{\max}=2.486\ \text{eV}\quad(239.9\ \text{kJ/mol}),$$
$$k_{\rm CVT}=\left(2.292\times10^{13}\ \text{s}^{-1}\right)e^{-2.4861/0.09479}=93.3\ \text{s}^{-1}$$

for one bond. Three equivalent bonds give 280 s$^{-1}$ and a half-life of $\ln2/280=2.5$ ms.

The activation energy is $2.782+0.095=2.877$ eV. The temperature slope of $\ln k_{\rm CVT}$, taken between 1098 and 1102 K with the surface optimised again at each end, gives the same value to four decimals. It lies below $D$ mainly because the reactant already holds thermal potential energy: about 0.15 eV, close to the $\tfrac32k_BT=0.14$ eV of one harmonic stretch and two bends.

The best distance moves inward on heating: 5.43 Å at 800 K, 5.21 Å at 1100 K and 5.05 Å at 1400 K. The one-bond rates are $9.8\times10^{-4}$, 93 and $6.0\times10^4$ s$^{-1}$.

### The cost of omitting the gradient factor

Label the same spheres by a bond order $\eta=e^{-a(r-r_0)}$. Since $|d\eta/dr|=a\eta$, the density of $\eta$ is $p(r)/(a\eta)$. Its logarithm has the slope $d\ln p/dr+a$, so the maximum of the plain mean force potential satisfies $d\ln p/dr=-a$ instead of zero. It falls at 4.31 Å, where the one-way flux is 1.64 times its value at $r^*$. Restoring the gradient factor $a\eta$ returns the minimum to $r^*$. The shift comes entirely from the label.

### A surface that follows the orientation

A simple improvement is $r=a_0+a_1\cos\theta$, or $s=r-a_0-a_1\cos\theta=0$. The gradient of $\cos\theta$ has magnitude $\sin\theta/r$ with respect to the bond vector and $\sin\theta$ with respect to the axis. Dividing the squares by the corresponding inertias gives

$$|\nabla s|^2=\frac1\mu+a_1^2\sin^2\theta\left(\frac1I+\frac{1}{\mu r^2}\right).$$

With $r_c=a_0+a_1c$, the flux is

$$k(T,S)=\frac{1}{\sqrt{2\pi\beta\mu}\,Z_R}\int_{-1}^{1}dc\;r_c^2\,e^{-\beta V(r_c,c)}\sqrt{1+\mu a_1^2(1-c^2)\left(\frac1I+\frac1{\mu r_c^2}\right)} .$$

With the right sign of $a_1$, the factor $r_c^2e^{-\beta V}$ generally lowers the integral at first order in $a_1$, while the square root raises it only at second order, so some tilt generally helps. Here the gain is small. The optimum has $a_0=5.20$ Å and $a_1=0.03$ Å, and the rate falls by 0.2% to 93.2 s$^{-1}$.

### How much recrossing remains

The transmission coefficient is $\kappa=k/k(T,S)$. Start trajectories on $S$ with outward velocity, weighted by their contribution to the flux. Follow each one forward, then follow it again from the same point with all velocities reversed, which traces its past. Let $h_f$ and $h_b$ be 1 if the respective run reaches $B$ before $A$, and 0 otherwise. Then

$$\kappa=\langle h_f-h_b\rangle. \tag{12}$$

To see this, return to the four kinds of segment. Each forward crossing contributes $1-0$ on an $AB$ segment, $0-1$ on a $BA$ segment, and zero on $AA$ and $BB$ segments. The total per unit time is $\nu_{AB}\langle n_+\rangle_{AB}-\nu_{BA}\langle n_+\rangle_{BA}$. Time reversal turns $AB$ segments into $BA$ segments with equal weight and exchanges forward with backward crossings. The total is therefore $\nu_{AB}\langle n_+-n_-\rangle_{AB}=\nu_{AB}=k$, and division by the one-way flux gives (12).

For a sphere, the starts are drawn as follows, with each $\xi$ a fresh uniform random number between 0 and 1:

- Outward velocity: $\dot r=\sqrt{-2\ln\xi}\,\sqrt{k_BT/\mu}$.
- Two tangential velocities: Gaussian, with variance $k_BT/\mu$.
- Orientation: $\cos\theta=1+b^{-1}\ln[1-\xi(1-e^{-2b})]$, with a uniform azimuth.
- Angular velocity of the axis: two perpendicular Gaussian components, with variance $k_BT/I$.

The cores were $r<2.5$ Å and $r>9.0$ Å, with 5000 starts on each of two spheres. The uncertainties are one standard error.

| Sphere (Å) | One-way rate (s$^{-1}$) | $\kappa$ | True rate (s$^{-1}$) |
|---|---|---|---|
| 5.21 | 93.3 | $0.878\pm0.005$ | $82.0\pm0.4$ |
| 4.20 | 184 | $0.446\pm0.007$ | $82.2\pm1.3$ |

The one-way rates differ by a factor of two, yet the true rates agree within sampling error, as they must if (12) is correct. At the variational sphere the bound exceeds the model's true rate by 14% of that rate. At 4.20 Å the one-way rate is more than twice the true one.

The tilted surface removes little of the remaining excess. The trajectories were not sorted by orientation or angular momentum, so the cause of the remaining recrossing is not identified here.

The capture core carries a physical assumption. A pair entering the well with energy above $D$ would eventually separate again if the model were isolated. Treating it as captured assumes that the molecule's other vibrations and collisions remove the energy first. The core $r<2.5$ Å is deep in the well only for an aligned fragment: at $r=2.5$ Å and $\theta=\pi$ the potential is 2.92 eV. Few trajectories enter that way, and moving the inner boundary to 2.2 or 3.0 Å, or the outer one to 11 Å, changes $\kappa$ by much less than its sampling error.

### The model beside the real precursor

A first metal-carbon bond energy of roughly 3 eV and a temperature near 1100 K are reasonable for trimethylgallium in a hot growth zone, and the fragment masses are close to the real ones. The strength and range of the hindrance are rough guesses. Its angular form is also simplified: it favours one face of the methyl group, whereas a free methyl radical is planar and can bond through either face. Among the assumptions tested here, the one with the largest effect is that the dimethylgallium fragment does not gain rotational freedom. Giving it a second, independent rotor with the same $W$ moves the best sphere to 4.61 Å and multiplies the rate by 25. The 280 s$^{-1}$ above is therefore a result of the reduced model, not a prediction for the precursor. An error of 0.1 eV in $D$ would change the rate by a factor of about 2.8. Radicals, oxidants and hot walls may open other routes, which are outside this calculation.

Three other neglected effects, sized at 1100 K, are smaller:

- **Quantum vibration in the reactant.** For a quantum $E$ and $x=E/k_BT$, replacing the classical partition function $1/x$ by $1/[2\sinh(x/2)]$ multiplies the rate by $2\sinh(x/2)/x$. One stretch of 0.066 eV and two bends of 0.069 eV give a factor of 1.07, if the motions on the dividing surface stay classical.
- **Tunnelling.** The leading correction is $1+(\hbar\omega/k_BT)^2/24$. With $\omega$ estimated from the curvature of $\Delta G(r)$ at its maximum, it changes the rate by about 0.01%; the curvature of $U$ at the same distance gives about 0.02%. Either is only an order-of-magnitude estimate. When tunnelling matters, the classical bound (1) no longer applies to the quantum rate.
- **Dispersion attraction.** A term $-C_6/r^6$ with a rough $C_6=100$ eV Å$^6$ lowers the energy at $r^*$ by 0.005 eV. At fixed $r^*$, and with the well unchanged, this raises the rate by 5%.

### Pressure and the equilibrium assumption

The equilibrium flux assumes that collisions replenish energetic molecules as fast as they react. At 50 Torr, with a collision partner of 28 u and a rough cross-section of 80 Å$^2$, the collision rate is $3.6\times10^8$ s$^{-1}$. For $m$ classical oscillators, the equilibrium fraction with energy above $D$ is

$$f=e^{-y}\sum_{j=0}^{m-1}\frac{y^j}{j!},\qquad y=\frac{D}{k_BT}.$$

Taking $m=15$ as a rough effective number gives $f=3.6\times10^{-4}$. If every collision restores equilibrium, energetic molecules are supplied at $3.6\times10^8\times3.6\times10^{-4}=1.3\times10^5$ s$^{-1}$. The three-bond rate is 0.2% of this, so the total supply is ample. That is necessary for equilibrium but not sufficient: molecules far above $D$ react fastest, and their populations can be depleted even when the total supply is ample. The equilibrium rate is therefore a high-pressure limit, and the rate at 50 Torr may be well below it. To find how far below, the collision rate $\omega_c$ must be compared with the reaction rate at each energy. A rough estimate within the same oscillator picture takes $k(E)=A(1-D/E)^{m-1}$, with $A$ fixed so that the thermal average is 280 s$^{-1}$, and averages $k(E)\,\omega_c/[k(E)+\omega_c]$ over the equilibrium energy distribution. For $m=15$ this gives about 0.3 of the high-pressure rate. The estimate is sensitive to $m$: for $m=20$, $f$ is 30 times larger and the fraction is about 0.6.

The margin shrinks when the corrections combine. The second rotor raises the ratio to about $25\times0.0022=0.055$. If only one collision in ten were effective, it would be about 0.55. Even the total supply would then barely keep up. The energy-resolved estimate with $m=15$ drops to about 0.08 and 0.02 of the high-pressure rate in these two cases, so a pressure correction is to be expected in all of them, including the base case.

### Using the result

1. Fix the temperature and the reactant region, and choose a family of surfaces that all separate reactant from product.
2. Compute $Q_S$ or, from sampled data, $p(s)\langle|\nabla s|\rangle_s$ with the mass-weighted gradient.
3. Find the interior minimum of the flux. If it lies at an edge of the search range, extend the range while keeping the surfaces separating.
4. Repeat the search at each temperature. For $E_a$ at one temperature, (9) needs only the average potential on that temperature's best surface and the average potential in the reactant.
5. Where recrossing matters, compute $\kappa$ on two different surfaces and compare the products $\kappa\,k(T,S)$.

The main values are in the numerical output.

## Computed values

```
MODEL A (reduced units, barrier = 1)
kT = 0.2; best straight line x = c*y, c = -0.4237
flux, best line / line x=0: 0.8395
rms of local condition, x=0: 3.162
rms of local condition, best line: 0.0494
rms of local condition, best cubic: 0.00240
MODEL B inputs (rough typical values)
D = 3.0 eV, a = 1.5 /angstrom, r0 = 2.0 angstrom
W0 = 2.0 eV, decay of W = 1.3 /angstrom
masses 100.0, 15.0 u; reduced mass 13.043 u
rotor inertia = 1.8 u angstrom^2
T = 1100 K, kB T = 0.09479 eV
r (angstrom), dU (eV), T dS (eV), dG (eV), k (1/s)
  3.500  2.2973  0.1454  2.1518  3171.862
  4.200  2.6581  0.2366  2.4215  184.450
  4.500  2.7208  0.2599  2.4609  121.731
  5.214  2.7822  0.2961  2.4861  93.338
  6.000  2.7987  0.3241  2.4746  105.380
  7.000  2.8026  0.3536  2.4490  137.931
best distance r* = 5.2140 angstrom
2/r* = 0.3836, <dV/dr>/kT = 0.3836 /angstrom
dG max = 2.4861 eV = 239.9 kJ/mol
k at r*, one bond = 93.338 1/s; three bonds = 280.014 1/s
activation energy: formula 2.8770 eV, slope 2.8770 eV
Arrhenius prefactor, one bond = 1.416e+15 1/s
T (K), r* (angstrom), dG (eV), k one bond (1/s), half-life (s)
  800  5.430  2.5762  9.833e-04  2.350e+02
  1100  5.214  2.4861  9.334e+01  2.475e-03
  1400  5.048  2.4132  5.993e+04  3.855e-06
bond-order mean-force maximum at r = 4.309 angstrom
flux there / flux at r* = 1.6441
tilted surface: a0 = 5.204, a1 = 0.028 angstrom
k tilted = 93.161 1/s; ratio to sphere 0.9981
trajectory limits: 2.5 and 9.0 angstrom; 5000 starts each
kappa at r* = 0.878 +- 0.005
kappa at 4.2 angstrom = 0.446 +- 0.007
true rate from r* = 81.988 +- 0.431 1/s
true rate from 4.2 angstrom = 82.191 +- 1.297 1/s
NEGLECTED EFFECTS
quanta: stretch 0.0658 eV, bend 0.0693 eV
quantum reactant vibration: k times 1.066
tunnelling estimate: k times 1.00009
second rotor, same W: k times 25.47, r* = 4.610 angstrom
dispersion, C6 = 100 eV angstrom^6: 0.00498 eV at r*, k times 1.054
gas: 50 Torr, 28 u, cross-section 80 angstrom^2
collision rate = 3.571e+08 1/s
fraction above D, 15 oscillators = 3.607e-04
three-bond k / low-pressure supply rate = 2.174e-03
```
